# Tunnelling between two atomic chains: exact transmission and the lowest-order result

**Setting.** Two semi-infinite chains of identical atoms face each other. The left chain has atoms $n=0,-1,-2,\dots$ and the right chain has atoms $n=1,2,3,\dots$. Each atom carries one orbital of energy zero, and orbitals on different atoms are orthogonal. Neighbours within a chain are coupled by the matrix element $-t_0$, and the end atoms 0 and 1 by $-t$, with $t_0,t>0$. Electrons do not interact with each other. Except where stated, bias and temperature are vanishingly small. Write $x=(t/t_0)^2$.

## Part (a)

**Question.** Find the probability $T$ that an electron of energy $E$ arriving from the left is transmitted. Evaluate it at the band centre, and discuss weak coupling and $t=t_0$.

**Answer.** Inside a chain the amplitudes $\psi_n$ obey

$$E\psi_n=-t_0\psi_{n-1}-t_0\psi_{n+1}.$$

A wave $e^{ikn}$ solves this if

$$E=-t_0(e^{-ik}+e^{ik})=-2t_0\cos k .$$

Its velocity, in atoms per unit time, is $v=\hbar^{-1}dE/dk=(2t_0/\hbar)\sin k$. For $0<k<\pi$ the wave $e^{ikn}$ therefore moves to the right. A wave of unit amplitude arriving from the left gives

$$\psi_n=e^{ikn}+r\,e^{-ikn}\quad(n\le 0),\qquad \psi_n=\tau\,e^{ikn}\quad(n\ge 1).$$

Both chains have the same velocity at a given energy, so the ratio of transmitted to incident flux is $T=|\tau|^2$.

Two equations remain, those of the end atoms. For atom 0,

$$E\psi_0=-t_0\psi_{-1}-t\,\psi_1 .$$

If the left-hand expression were continued to $n=1$, it would have the value $e^{ik}+re^{-ik}$ there and would satisfy the equation of an unbroken chain,

$$E\psi_0=-t_0\psi_{-1}-t_0(e^{ik}+re^{-ik}).$$

Subtracting the two equations, and doing the same for atom 1 with the right-hand expression continued to $n=0$, where it equals $\tau$, gives

$$t_0(e^{ik}+re^{-ik})=t\,\tau e^{ik},\qquad t_0\,\tau=t\,(1+r).$$

The second relation gives $\tau=(t/t_0)(1+r)$. Inserted in the first, after division by $t_0$, it yields

$$e^{ik}+re^{-ik}=x(1+r)e^{ik}
\;\Rightarrow\;
r=\frac{(x-1)e^{ik}}{e^{-ik}-xe^{ik}} .$$

Adding one, the terms in $x$ cancel in the numerator:

$$1+r=\frac{e^{-ik}-e^{ik}}{e^{-ik}-xe^{ik}}=\frac{-2i\sin k}{e^{-ik}-xe^{ik}},
\qquad
\tau=\frac{t}{t_0}\,\frac{-2i\sin k}{e^{-ik}-xe^{ik}} .$$

The squared modulus of the denominator is $1+x^2-x(e^{2ik}+e^{-2ik})$, so

$$T(E)=\frac{4x\sin^2k}{1-2x\cos 2k+x^2}.$$

Flux is conserved: $|r|^2$ has the numerator $(1-x)^2$ over the same denominator, and $(1-x)^2+4x\sin^2k=1+x^2-2x\cos2k$, because $1-2\sin^2k=\cos2k$.

At the band centre $E=0$, $k=\pi/2$, $\sin k=1$ and $\cos2k=-1$. Hence

$$\boxed{T=\frac{4x}{(1+x)^2}}$$

For weak coupling $T\to4x$, proportional to $t^2$. At $t=t_0$ the junction is an ordinary bond of an infinite chain and $T=1$. Replacing $x$ by $1/x$ leaves $T$ unchanged, so a bond stronger than $t_0$ reflects as well: what matters is the mismatch with the other bonds.

## Part (b)

**Question.** Treat the junction to lowest order in $t$ by the golden rule. Find the density of states on an end atom, the linear conductance, and the transmission $T_1$ that this conductance implies.

**Answer.** Take first a separate chain of $N$ atoms, numbered $m=1,\dots,N$ from the junction. The amplitude must vanish at the missing atoms $m=0$ and $m=N+1$, so the normalized states are

$$\phi_m=\sqrt{\frac{2}{N+1}}\,\sin km,\qquad k=\frac{\pi j}{N+1},\quad j=1,\dots,N.$$

Neighbouring levels are separated by

$$\Delta E=\frac{dE}{dk}\,\frac{\pi}{N+1}=\frac{2\pi t_0\sin k}{N+1}$$

when $N$ is large. The density of states on the end atom, for one spin, is the weight of a state on that atom divided by the level spacing:

$$\rho=\frac{|\phi_1|^2}{\Delta E}=\frac{2\sin^2k}{N+1}\cdot\frac{N+1}{2\pi t_0\sin k}=\frac{\sin k}{\pi t_0}.$$

The length has dropped out, as it must for a semi-infinite chain.

A left state with weight $|\phi_1|^2$ on its end atom leaks into the right chain at the golden-rule rate

$$\Gamma_1=\frac{2\pi}{\hbar}\,t^2|\phi_1|^2\rho .$$

A small bias $V$ opens an energy window $eV$ in which left states are filled and right states are empty. Summing $|\phi_1|^2$ over the left states in the window gives $\rho\,eV$. With two spins the current is

$$I=2e\cdot\frac{2\pi}{\hbar}\,t^2\rho^2\,eV=\frac{4\pi e^2}{\hbar}\,t^2\rho^2\,V .$$

To read this as a transmission, count the arriving electrons. The states in $dk$ deliver $v\,dk/2\pi=dE/h$ electrons per unit time and spin. The fraction $T$ crosses, so $I=(2e^2/h)\,T\,V$. Equating the two currents and using $h=2\pi\hbar$,

$$T_1=\frac{h}{2e^2}\cdot\frac{4\pi e^2}{\hbar}\,t^2\rho^2=4\pi^2t^2\rho^2=4x\sin^2k .$$

At the band centre

$$\boxed{T_1=4x}$$

This is the first term of the exact result in powers of $x$. It reaches one at $t=t_0/2$. For stronger coupling it exceeds one, which is impossible for a single channel.

## Part (c)

**Question.** Define the error of the lowest-order result as $(T_1-T)/T$, relative to the exact transmission of the model. At which $t/t_0$ does it reach ten percent at the band centre? How does the answer change if the error is taken relative to $T_1$? How does a small error relate to the conductance?

**Answer.** From parts (a) and (b),

$$\frac{T_1}{T}=(1+x)^2,\qquad \frac{T_1-T}{T}=2x+x^2 .$$

Setting the ratio to 1.1 and keeping the positive root gives

$$\boxed{x=\sqrt{1.1}-1=0.0488,\qquad \frac{t}{t_0}=\sqrt{x}=0.221}$$

There $T_1=4x=0.195$ and $T=0.195/1.1=0.177$.

Relative to $T_1$, the condition is $1-(1+x)^{-2}=0.1$. Then $x=1/\sqrt{0.9}-1$ and $t/t_0=0.233$.

For small $x$ the error is close to $2x=T_1/2$. A conductance of one hundredth of $2e^2/h$ thus corresponds to an error of about half a percent in this model. Some values at the band centre, with the error relative to $T$:

| $t/t_0$ | $T$ | $T_1$ | error |
|---|---|---|---|
| 0.01 | 0.0004 | 0.0004 | 0.02 % |
| 0.10 | 0.0392 | 0.0400 | 2.0 % |
| 0.30 | 0.303 | 0.360 | 18.8 % |
| 0.50 | 0.640 | 1.000 | 56 % |
| 1.00 | 1.000 | 4.000 | 300 % |

## Part (d)

**Question.** Which processes does the lowest order leave out? Is the error the same throughout the band? Show how a standing wave on a finite chain distinguishes $T$ from $T_1$.

**Answer.** Multiply numerator and denominator of $\tau$ by $e^{ik}$ and expand, for $x<1$:

$$\tau=-2i\,\frac{t}{t_0}\,\sin k\;e^{ik}\left[1+xe^{2ik}+x^2e^{4ik}+\dots\right].$$

The first term contains one factor of $t$, hence one crossing of the junction. The next contains $t^3$: the electron crosses, returns and crosses again. Golden-rule transmission keeps the single crossing. At the band centre $e^{2ik}=-1$, so the triple crossing opposes the single one, and the lowest order gives too large a transmission.

At other energies the error is

$$\frac{T_1}{T}-1=x^2-2x\cos2k .$$

It is largest where $\cos2k=-1$, at the band centre. It vanishes where $\cos2k=x/2$, and nearer the band edges it is negative, because there the triple crossing reinforces the single one. Ten percent at the centre is therefore the worst overestimate in the band for that coupling.

Now put an electron in the band-centre state of a left chain of $N$ atoms, $N$ odd, and join an equally long empty right chain at time zero. The standing wave contains a wave that runs to and fro over $2(N+1)$ atom spacings at speed $2t_0/\hbar$. It strikes the junction

$$\nu=\frac{2t_0/\hbar}{2(N+1)}=\frac{t_0}{\hbar(N+1)}$$

times per unit time. The golden rule predicts the leak rate

$$\Gamma_1=\frac{2\pi}{\hbar}\,t^2\,\frac{2}{N+1}\,\frac{1}{\pi t_0}=\frac{4t^2}{\hbar t_0(N+1)}=4x\,\nu ,$$

whereas scattering theory predicts $T\nu$. The latter holds after the switching transient and before echoes return from the far ends.

The Schrödinger equation was solved numerically for two chains of 501 atoms, and the leak was measured between the times $100\,\hbar/t_0$ and $400\,\hbar/t_0$. For $t/t_0=0.5$ the leak per attempt is 0.640, in agreement with $T=0.640$ and not with $T_1=1.000$. For $t/t_0=1$ it is 1.000, while $T_1=4.000$. For $t/t_0=0.02$ it is 0.0016, where both predictions agree to this accuracy. This calculation uses no scattering formula.

## Part (e)

**Question.** Model a gold tip above a gold atom by the two chains, with one s orbital and one s electron per atom. Take the rough values $t_0=1.2$ eV, work function $\varphi=5$ eV, distance between the end atoms at contact 0.29 nm, and bias 0.1 V. Find the hopping, conductance and current at the ten percent threshold of part (c). Estimate how far the tip has been withdrawn from contact, and judge the estimate.

**Answer.** One electron per atom fills half of the two spin states that each orbital offers. The band is symmetric about zero, so the Fermi level lies at its centre and the results above apply. The threshold hopping is

$$t=0.2209\times1.2\ \text{eV}=0.265\ \text{eV}.$$

With $2e^2/h=77.48\ \mu\text{S}$ the conductance is

$$G=0.1775\times77.48\ \mu\text{S}=13.75\ \mu\text{S}.$$

The lowest order gives $15.13\ \mu\text{S}$. At 0.1 V the linear current is $13.75\ \mu\text{S}\times0.1\ \text{V}=1.4\ \mu\text{A}$.

The distance requires a law for $t$. Take two narrow wells a distance $d$ apart in one dimension. Each alone binds a state $e^{-\kappa|z|}$ at energy $-\varphi$, with

$$\kappa=\frac{\sqrt{2m\varphi}}{\hbar}.$$

The slope of that state jumps by $-2\kappa\psi$ at the well, and this property of the well stays the same when the second well is present. Let the states of the pair decay outside as $e^{-q|z|}$. Between the wells they are $\cosh qz$ (even) or $\sinh qz$ (odd). The jump condition at $z=d/2$ reads

$$q\left(1+\tanh\tfrac{qd}{2}\right)=2\kappa\quad\text{or}\quad q\left(1+\coth\tfrac{qd}{2}\right)=2\kappa .$$

Since $1+\tanh u=2/(1+e^{-2u})$ and $1+\coth u=2/(1-e^{-2u})$, both cases are contained in $q_\pm=\kappa(1\pm e^{-q_\pm d})$, with the upper sign for the even state. For distant wells $q_\pm\approx\kappa(1\pm e^{-\kappa d})$. Two levels coupled by $-t$ split by $2t$, so

$$t=\frac12\cdot\frac{\hbar^2}{2m}(q_+^2-q_-^2)\approx\frac{\hbar^2}{4m}\,4\kappa^2e^{-\kappa d}=2\varphi\,e^{-\kappa d}.$$

The hopping falls as $e^{-\kappa d}$. I now assume that this law holds down to contact, where $t=t_0$. For a widening $s$ of the gap this means $t=t_0e^{-\kappa s}$. With $\kappa=11.46\ \text{nm}^{-1}$,

$$s=\frac{1}{\kappa}\ln\frac{t_0}{t}=\frac{\ln(1/0.2209)}{11.46\ \text{nm}^{-1}}=0.13\ \text{nm}.$$

One doubt concerns the barrier. An electron in the gap attracts charge of opposite sign in both metals. Midway between two metal planes a distance $D$ apart, the images lie at distances $D,2D,3D,\dots$ on either side, with signs $-,+,-,\dots$. The electron's energy in their potential is halved, because the induced charge grows in proportion to the charge that induces it:

$$U=\frac12\cdot\frac{2e^2}{4\pi\varepsilon_0D}\sum_{n=1}^{\infty}\frac{(-1)^n}{n}=-\frac{e^2\ln2}{4\pi\varepsilon_0D}.$$

Put the planes through the end atoms, so that $D=0.29+0.13=0.42$ nm. The barrier falls by 2.37 eV, nearly half its height. If this lower barrier is used for the whole withdrawal, $\kappa$ is multiplied by $\sqrt{2.63/5}$ and $s$ becomes 0.18 nm. But the barrier rises as the gap widens, and the hopping then falls faster than at a fixed barrier. The classical formula removes the barrier altogether at $D_0=0.20$ nm, so the midway barrier is $\varphi(1-D_0/D)$. If its decay constant at each $D$ is multiplied by $D$, the exponent of the hopping becomes $\kappa\sqrt{D(D-D_0)}$, with $\kappa=11.46\ \text{nm}^{-1}$ as before. Starting from $D=0.29$ nm, it must grow by $\ln(1/0.2209)=1.51$. This gives $D=0.41$ nm and $s=0.12$ nm, slightly less than without images. The midway value is, however, the top of the barrier, which is lower nearer the planes. If the decay constant is instead integrated over the full image potential, between the two points where the barrier height is zero, the same growth of the exponent requires $s=0.17$ nm, more than without images. Even the sign of the image effect on $s$ thus depends on how the barrier is treated. With the planes through the end atoms, these estimates place the withdrawal between 0.1 and 0.2 nm. The image plane of a real metal lies outside its outer atoms, and the result is sensitive to this. With each plane moved 0.05 nm into the gap, the midway and integrated treatments give 0.08 and 0.19 nm. With each plane moved 0.10 nm, they give 0.18 and 0.29 nm. In both cases the classical barrier is absent at contact. The law itself is a second doubt: at $d=0.29$ nm the two wells give $t=0.37$ eV from the exact $q_\pm$ (0.36 eV from $2\varphi e^{-\kappa d}$) instead of $t_0=1.2$ eV, so they do not reproduce the coupling assumed for gold atoms at contact, and their decay law is only borrowed here. The distance is therefore only a rough estimate. The value $t_0=1.2$ eV is also rough: in the local-density approximation, half the gap between the bonding and antibonding $\sigma$ levels of Au$_2$ at 0.29 nm is about 0.8 eV (0.77 or 0.81 eV, depending on the basis). The threshold hopping scales with $t_0$, while the linear conductance and current at the threshold do not. The threshold in terms of $t/t_0$ is unaffected, since it involves neither the distance nor the value of $t_0$.

## Part (f)

**Question.** Hold $t=0.265$ eV fixed and admit, one at a time, effects that the model neglects. Derive the influence of a small temperature and of a level shift $\varepsilon$ on both end atoms. Which effect matters most, and how does the example compare with real tunnelling microscopy?

**Answer.** *Temperature.* Let $u=E/2t_0$, so that $\cos^2k=u^2$ and $\cos2k=2u^2-1$. Then

$$T(E)=\frac{4x(1-u^2)}{(1+x)^2-4xu^2}\approx T(0)\left[1-u^2\left(1-\frac{4x}{(1+x)^2}\right)\right]=T(0)\left[1-u^2\left(\frac{1-x}{1+x}\right)^2\right].$$

The linear conductance averages $T(E)$ with the weight $-df/dE$, where $f$ is the Fermi function. Under this weight the mean of $E^2$ is $\pi^2(k_BT_K)^2/3$, with $T_K$ the temperature. The relative change is therefore

$$-\frac{\pi^2}{12}\left(\frac{k_BT_K}{t_0}\right)^2\left(\frac{1-x}{1+x}\right)^2 .$$

At 300 K, $k_BT_K=0.0259$ eV, and the change is $-0.03$ %.

*Shifted end atoms.* An end atom has fewer neighbours than the others, so its level may differ. At $E=0$, $k=\pi/2$, the outgoing wave has $\psi_2=i\psi_1$. On the left, $\psi_0=1+r$ and $\psi_{-1}=-i+ir=i\psi_0-2i$. With $D_\varepsilon=\varepsilon-it_0$ the equations of atoms 1 and 0 become

$$D_\varepsilon\psi_1=t\psi_0,\qquad D_\varepsilon\psi_0+2it_0=t\psi_1 .$$

Eliminating $\psi_0=D_\varepsilon\psi_1/t$ gives $\psi_1=-2it_0t/(D_\varepsilon^2-t^2)$. With $\eta=\varepsilon/t_0$, $D_\varepsilon^2=t_0^2(\eta^2-1-2i\eta)$, and

$$T=|\psi_1|^2=\frac{4x}{(1+x-\eta^2)^2+4\eta^2},\qquad T_1=\frac{4x}{(1+\eta^2)^2}.$$

Here $T_1$ is the term of first order in $x$, simplified with $(1-\eta^2)^2+4\eta^2=(1+\eta^2)^2$. The lowest-order error relative to $T$ is now

$$\frac{T_1}{T}-1=\frac{2x(1-\eta^2)+x^2}{(1+\eta^2)^2}.$$

For a trial shift of 0.5 eV, $\eta=0.417$. The transmission falls by 25 %, and the error drops from 10 % to 6.0 %. The shift lowers the density of states on the end atoms and changes the phase of the repeated crossings. Ten percent is then reached at a larger $t/t_0$.

The other effects were computed from the full scattering equations. For the bias, the levels of the two chains were moved by $\pm0.05$ eV together with their Fermi levels. Hopping across the gap to second atoms was given the value $te^{-\kappa\times0.29\,\text{nm}}=0.0096$ eV.

| effect | change of $T$ | error of $T_1$ |
|---|---|---|
| 300 K | −0.03 % | 10.0 % |
| bias 0.1 V | −0.06 % | 10.0 % |
| Fermi level 0.5 eV off centre | −3.6 % | 9.2 % |
| end atoms shifted 0.5 eV | −25 % | 6.0 % |
| hopping to second atoms | +0.03 % | 10.0 % |

Second-atom hopping has little effect because the band-centre standing wave of a separate chain, $\sin(\pi m/2)$, vanishes on the second atom. It therefore adds nothing to the golden-rule matrix element. This cancellation requires the electron's energy to equal the level of the end atoms, because the end-atom equation of a separate chain is $(E-\varepsilon)\phi_1=-t_0\phi_2$. Once the end atoms are shifted by 0.5 eV while the electron stays at $E=0$, the same second-atom hopping changes $T$ by about 5 %, upward for $\varepsilon=+0.5$ eV and downward for $\varepsilon=-0.5$ eV.

*The real case.* A single-atom gold contact conducts roughly $2e^2/h$, which is the reason for modelling it with one open channel. A tunnelling microscope can form images with a current of about a nanoampere. The threshold current of $1.4\ \mu$A is far above that and belongs to a tip almost in contact. At $t/t_0=0.01$ the model gives 3 nA at 0.1 V and an error of 0.02 %, so repeated crossings are negligible there. Of the effects in the table, the end-atom shift moves the result most, though its size here is a trial value. A real tip is also not a chain: it offers further channels, and near contact its atoms can move under the forces between them. Neither this nor the interaction between electrons has been sized here, so the ten percent threshold is a property of the model, and how closely it applies to a real gold junction remains open. Further digits are in the numerical output.

## Table of computed values

```
end-atom density of states times pi*t0: 1.000000
leak per attempt, t/t0=0.02: 0.001599  T=0.001599  4x=0.001600
leak per attempt, t/t0=0.50: 0.639999  T=0.640000  4x=1.000001
leak per attempt, t/t0=1.00: 1.000092  T=1.000000  4x=4.000003
ten percent threshold t/t0: 0.2209
ten percent threshold x: 0.04881
T at threshold: 0.1775
lowest-order T1 at threshold: 0.1952
threshold t/t0 if error is relative to T1: 0.2326
T1 reaches one at t/t0: 0.5000
t/t0=0.01: T=0.000400  T1=0.000400  error=0.020 percent
t/t0=0.10: T=0.039212  T1=0.040000  error=2.010 percent
t/t0=0.20: T=0.147929  T1=0.160000  error=8.160 percent
t/t0=0.30: T=0.303005  T1=0.360000  error=18.810 percent
t/t0=0.50: T=0.640000  T1=1.000001  error=56.250 percent
t/t0=1.00: T=1.000000  T1=4.000003  error=300.000 percent
chain hopping t0: 1.20 eV
work function: 5.00 eV
contact spacing: 0.29 nm
temperature: 300 K
bias: 0.10 V
threshold hopping t: 0.2651 eV
conductance quantum 2e^2/h: 77.481 microsiemens
conductance at threshold: 13.75 microsiemens
lowest-order conductance: 15.13 microsiemens
current at the bias (linear): 1.375 microampere
decay constant kappa: 11.46 1/nm
gap widening from contact: 0.132 nm
image lowering of barrier: 2.37 eV
gap widening with lowered barrier: 0.182 nm
plane separation where barrier vanishes: 0.200 nm
thermal energy kT: 0.02585 eV
second-atom hopping across gap: 0.00956 eV
temperature 300 K: T changes -0.031 percent, lowest-order error 9.99 percent
bias 0.1 V: T changes -0.055 percent, lowest-order error 10.00 percent
Fermi level 0.5 eV off centre: T changes -3.598 percent, lowest-order error 9.15 percent
end atoms shifted 0.5 eV: T changes -24.679 percent, lowest-order error 6.03 percent
second-atom hopping: T changes 0.032 percent, lowest-order error 9.96 percent
```
